\section*{A ternary diffusion couple with one initially uniform solute}

\section*{Question}

Two solutes, 1 and 2, are dissolved in a solvent. Two thick blocks of this alloy are joined at $x=0$ and annealed. The concentrations $c_1(x,t)$ and $c_2(x,t)$ obey
\begin{equation}
\frac{\partial \mathbf c}{\partial t}=D\,\frac{\partial^2\mathbf c}{\partial x^2},\qquad
\mathbf J=-D\,\frac{\partial\mathbf c}{\partial x},\qquad
D=\begin{pmatrix}D_{11}&D_{12}\\D_{21}&D_{22}\end{pmatrix},
\label{pde}
\end{equation}
with a constant matrix $D$. The alloy stays single-phase, its molar volume is constant, the fluxes are taken in the volume-fixed frame, and the blocks are treated as infinitely thick. At $t=0$ solute 1 has the value $c_{1L}$ for $x<0$ and $c_{1R}$ for $x>0$, while solute 2 has the same value $c_{20}$ everywhere. Write $\Delta=c_{1R}-c_{1L}\neq0$ and $\bar c_1=(c_{1L}+c_{1R})/2$.

The parts are answered in turn, and later parts may use earlier answers.

\section*{Part (a): the two modes}

\textit{In a stable phase $D=LG$, where $L$ (the mobility matrix) and $G$ (the second derivatives of the free energy density) are symmetric and positive definite. Show that the eigenvalues of $D$ are real and positive. Then, for distinct eigenvalues $p>m$, find both concentration profiles.}

\subsection*{Answer}

The matrix $G$ has a symmetric, positive definite square root. A similarity transformation with it gives
\begin{equation}
G^{1/2}D\,G^{-1/2}=G^{1/2}LG\,G^{-1/2}=G^{1/2}LG^{1/2}.
\end{equation}
The right side is symmetric and positive definite, so its eigenvalues are real and positive. Similar matrices share their eigenvalues, which are therefore those of $D$:
\begin{equation}
p,m=\tfrac12\Big[D_{11}+D_{22}\pm\sqrt{(D_{11}-D_{22})^2+4D_{12}D_{21}}\Big].
\label{eig}
\end{equation}

Consider first a scalar equation $u_t=\lambda u_{xx}$ with $u=\pm1$ initially for $x\gtrless0$. Neither the equation nor the initial state contains a length, so $u$ depends on $\eta=x/(2\sqrt{\lambda t})$ alone. Since $u_t=-(\eta/2t)\,u'$ and $u_{xx}=u''/(4\lambda t)$, the equation becomes $u''=-2\eta u'$. Hence $u'\propto e^{-\eta^2}$, and the limits $\pm1$ fix
\begin{equation}
u=E_\lambda(x,t)\equiv\operatorname{erf}\frac{x}{2\sqrt{\lambda t}} .
\end{equation}

To split the initial step into modes, define
\begin{equation}
P_p=\frac{D-mI}{p-m},\qquad P_m=\frac{pI-D}{p-m}.
\end{equation}
Their sum is $I$. The Cayley--Hamilton theorem, $(D-pI)(D-mI)=0$, gives $DP_p=pP_p$ and $DP_m=mP_m$. The solution is then
\begin{equation}
\mathbf c=\begin{pmatrix}\bar c_1\\c_{20}\end{pmatrix}
+\frac12\big(E_pP_p+E_mP_m\big)\begin{pmatrix}\Delta\\0\end{pmatrix}.
\label{matrixsol}
\end{equation}
It satisfies \eqref{pde} because $\partial_tE_p\,P_p=p\,\partial_x^2E_p\,P_p=D\,\partial_x^2E_p\,P_p$, and likewise for $m$. It satisfies the initial condition because both error functions tend to $\pm1$ as $t\to0$, leaving $\pm\frac12(P_p+P_m)=\pm\frac12I$ acting on the step.

The initial step picks out the first columns of $P_p$ and $P_m$, so
\begin{align}
c_1&=\bar c_1+\frac{\Delta}{2(p-m)}\big[(D_{11}-m)E_p+(p-D_{11})E_m\big],\label{c1}\\
c_2&=c_{20}+\frac{D_{21}\Delta}{2(p-m)}\big[E_p-E_m\big].\label{c2}
\end{align}

\section*{Part (b): the shape of the second profile}

\textit{Find the symmetry of $c_2-c_{20}$ and its sign on each side of the joint. Which off-diagonal coefficient is responsible for the disturbance?}

\subsection*{Answer}

The error function is odd, so $c_2-c_{20}$ is odd in $x$ and vanishes at the joint. For $x>0$ the argument $x/(2\sqrt{pt})$ is smaller than $x/(2\sqrt{mt})$, and the error function increases, so $E_p-E_m<0$. Solute 2 is therefore depleted at $x>0$ and enriched at $x<0$ when $D_{21}\Delta>0$; the two sides are exchanged when $D_{21}\Delta<0$. The disturbance tends to zero far from the joint, so it has a peak on one side and a trough on the other. Part (c) shows that there is one of each.

The responsible coefficient is $D_{21}$, which gives the flux of the uniform solute in the gradient of the stepped one. If $D_{21}=0$, the second row of \eqref{pde} is $\partial_tc_2=D_{22}\,\partial_x^2c_2$ with a uniform initial state, and $c_2$ stays uniform whatever $D_{12}$ is. If $D_{21}\ne0$, the bracket in \eqref{c2} is nonzero for every $x\neq0$, and the disturbance is present even when $D_{12}=0$. The coefficient $D_{12}$ enters $c_2$ through $p$ and $m$, and so changes its size and width.

\section*{Part (c): position and height}

\textit{Find the distance $x_*$ of the extrema from the joint and their height $h$ above or below $c_{20}$. Examine the limits $p\to m$ and $p\gg m$.}

\subsection*{Answer}

Since $\partial_xE_\lambda=e^{-x^2/4\lambda t}/\sqrt{\pi\lambda t}$,
\begin{equation}
\frac{\partial c_2}{\partial x}=\frac{D_{21}\Delta}{2(p-m)\sqrt{\pi t}}
\left[\frac{e^{-x^2/4pt}}{\sqrt p}-\frac{e^{-x^2/4mt}}{\sqrt m}\right].
\label{grad}
\end{equation}
Setting the bracket to zero and taking logarithms gives
\begin{equation}
\frac{x^2}{4t}\left(\frac1m-\frac1p\right)=\frac12\ln\frac pm
\quad\Longrightarrow\quad
x_*^2=\frac{2t\,pm}{p-m}\,\ln\frac pm .
\label{xstar}
\end{equation}
There is one positive root and its mirror image, hence one peak and one trough. Both move away from the joint as $\sqrt t$.

With $r=p/m$, the arguments of the two error functions at $x_*$ are
\begin{equation}
a=\frac{x_*}{2\sqrt{pt}}=\sqrt{\frac{\ln r}{2(r-1)}},\qquad
b=\frac{x_*}{2\sqrt{mt}}=a\sqrt r ,
\end{equation}
and \eqref{c2} gives
\begin{equation}
h=\frac{|D_{21}\Delta|}{2(p-m)}\,(\operatorname{erf}b-\operatorname{erf}a).
\label{height}
\end{equation}
Time has dropped out: the peak and trough spread without changing height. The solution is physically acceptable only if $h\le c_{20}$ and $c_1$ is nowhere negative. For a very dilute solute 2 the constant-$D$ model can break the first condition, because the true $D_{21}$ must vanish when there is no solute 2 to move.

\textit{Nearly equal eigenvalues.} As $p$ and $m$ approach a common value $\lambda$ at fixed $D_{21}$, the quotient $(E_p-E_m)/(p-m)$ becomes the derivative
\begin{equation}
\frac{\partial E_\lambda}{\partial\lambda}
=\frac{2}{\sqrt\pi}\,e^{-x^2/4\lambda t}\left(-\frac{x}{4\lambda^{3/2}\sqrt t}\right),
\end{equation}
so that
\begin{equation}
c_2-c_{20}\to-\frac{D_{21}\Delta}{4\sqrt{\pi t}\,\lambda^{3/2}}\;x\,e^{-x^2/4\lambda t}.
\end{equation}
The derivative of $x\,e^{-x^2/4\lambda t}$ vanishes at $x_*=\sqrt{2\lambda t}$, where the exponential is $e^{-1/2}$. Therefore
\begin{equation}
h\to\frac{|D_{21}\Delta|}{4\sqrt{\pi t}\,\lambda^{3/2}}\,\sqrt{2\lambda t}\;e^{-1/2}
=\frac{|D_{21}\Delta|}{2\lambda\sqrt{2\pi e}} .
\label{equal}
\end{equation}
The disturbance stays finite although the prefactor in \eqref{c2} diverges. A stable phase can approach this limit but not reach it with $D_{21}\ne0$: by part (a) its $D$ is similar to a symmetric matrix, and with two equal eigenvalues that matrix is $\lambda I$, which makes $D=\lambda I$ as well. The approach itself needs an increasingly ill-conditioned $G$: for $D_{12}=0$ the ratio of its eigenvalues must be at least about $4[D_{21}/(p-m)]^2$.

\textit{Very different eigenvalues.} For $r\to\infty$, $a\to0$, while $b^2\to\frac12\ln r$ grows without bound. Then $h\to|D_{21}\Delta|/(2p)$ and $x_*\to\sqrt{2mt\ln r}$, which is small compared with the fast diffusion length $2\sqrt{pt}$. The height approaches its limit slowly: at $r=100$ it is 0.81 of it. On the scale of that length the peak and trough stand against the joint, with a steep change between them.

\section*{Part (d): mechanism}

\textit{Find the flux of solute 2. Where does it run up its own concentration gradient? How much solute 2 has crossed the joint by time $t$?}

\subsection*{Answer}

Apply $-D\,\partial_x$ to \eqref{matrixsol} and use $DP_p=pP_p$, $DP_m=mP_m$. Each mode gains a factor equal to its eigenvalue, and $p/\sqrt p=\sqrt p$, so
\begin{equation}
J_2=-\frac{D_{21}\Delta}{2(p-m)\sqrt{\pi t}}
\left[\sqrt p\,e^{-x^2/4pt}-\sqrt m\,e^{-x^2/4mt}\right].
\label{flux}
\end{equation}
Both the square root and the exponential are at least as large in the first term as in the second, and the root is strictly larger. The bracket is positive, and $J_2$ has the sign of $-D_{21}\Delta$ everywhere.

The gradient \eqref{grad} has the sign of $-D_{21}\Delta$ at the joint, because $1/\sqrt p<1/\sqrt m$, and it changes sign at $\pm x_*$. Flux and gradient thus have equal signs for $|x|<x_*$, which is uphill diffusion, and opposite signs for $|x|>x_*$. The uphill zone is the region between the peak and the trough.

The cause is visible in $J_2=-D_{21}\,\partial_xc_1-D_{22}\,\partial_xc_2$. In the initial state solute 2 has no gradient, and the first term alone sets it moving across the joint. For $D_{21}>0$ it goes towards the side poor in solute 1. The displaced solute produces a gradient of its own, and for $D_{22}>0$ the second term opposes the first between the extrema. This opposition does not build up slowly: at the joint both gradients vary as $1/\sqrt t$ for all $t>0$, so the two terms keep a constant ratio there, and by \eqref{flux} the second never overcomes the first.

At $x=0$, with $p-m=(\sqrt p-\sqrt m)(\sqrt p+\sqrt m)$,
\begin{equation}
J_2(0,t)=-\frac{D_{21}\Delta}{2\sqrt{\pi t}\,(\sqrt p+\sqrt m)} .
\end{equation}
Since $\int_0^t dt'/\sqrt{t'}=2\sqrt t$, the amount gained by the right half per unit area is
\begin{equation}
N=\int_0^tJ_2(0,t')\,dt'=-\frac{D_{21}\Delta}{\sqrt p+\sqrt m}\sqrt{\frac t\pi}.
\label{N}
\end{equation}
The profile must contain the same amount. Using $\int_0^\infty(1-E_\lambda)\,dx=2\sqrt{\lambda t/\pi}$,
\begin{equation}
\int_0^\infty(c_2-c_{20})\,dx=\frac{D_{21}\Delta}{2(p-m)}\,2\sqrt{\frac t\pi}\,(\sqrt m-\sqrt p)=N .
\end{equation}

\section*{Part (e): aluminium and chromium in nickel}

\textit{A nickel solid solution with 10 at.\% Cr throughout has 2 at.\% Al at $x<0$ and 8 at.\% Al at $x>0$. It is held at 1373 K for 100 h. With Al as solute 1 and Cr as solute 2, take the rough values $D_{11}=1.5$, $D_{12}=0.4$, $D_{21}=0.6$ and $D_{22}=0.8$, all in $10^{-10}$ cm$^2$/s. Evaluate the Cr profile and the flux at the joint.}

\subsection*{Answer}

In units of $10^{-10}$ cm$^2$/s, \eqref{eig} gives
\begin{equation}
p,m=\tfrac12\big[2.3\pm\sqrt{0.7^2+4(0.4)(0.6)}\,\big]=1.752,\;0.548,
\end{equation}
so $r=3.20$, $a=0.514$ and $b=0.920$. The fast diffusion length after 100 h is $2\sqrt{pt}=158.8\ \mu$m. Hence
\begin{align}
x_*&=0.5143\times158.8\ \mu\text{m}=81.7\ \mu\text{m},\\
h&=\frac{0.6\times6}{2\times1.204}\,(0.8066-0.5329)\ \text{at.\%}=0.41\ \text{at.\%}.
\end{align}
Chromium peaks at 10.41 at.\% on the Al-poor side and falls to 9.59 at.\% on the Al-rich side. A 6 at.\% step in Al has produced a Cr disturbance of about 7\% of that step on each side.

The Cr flux at the joint after 100 h is $-0.295$ at.\%\,$\mu$m/h, towards the Al-poor side. The Cr gradient there is $-0.0084$ at.\%/$\mu$m, and with $D_{22}=28.8\ \mu$m$^2$/h it would by itself drive $+0.24$ at.\%\,$\mu$m/h. The Al gradient must therefore supply about $-0.54$ at.\%\,$\mu$m/h. Because the flux falls as $1/\sqrt t$, the amount moved is $N=2tJ_2(0,t)=-59$ at.\%\,$\mu$m.

Equations \eqref{pde} were also integrated directly on cells 2 $\mu$m wide, with sealed ends at $\pm600\ \mu$m. After 100 h both profiles agreed with \eqref{c1} and \eqref{c2} to better than $10^{-4}$ at.\%. After 25 h the peak had the same height at half the distance, 40.8 $\mu$m. With $D_{21}=0$ and the other coefficients kept, Cr stayed uniform. With $D_{12}=0$ instead, \eqref{height} gives $h=0.39$ at.\%, so $D_{12}$ contributes about 5\% of the height here. The estimate \eqref{equal}, with $\lambda=1.0\times10^{-10}$ cm$^2$/s, close to the geometric mean $\sqrt{pm}=0.98\times10^{-10}$ cm$^2$/s, gives 0.44 at.\% at 85 $\mu$m. Since this height is proportional to $1/\lambda$, the agreement depends on the choice of $\lambda$ between $m$ and $p$. The numerical output lists the remaining values.

\section*{Part (f): a real coating}

\textit{Alloys of this family protect nickel-based parts against oxidation. Which assumptions of the model matter most for a coating 100 $\mu$m thick, and how far do they move the numbers?}

\subsection*{Answer}

Among the effects computed here, the finite thickness changes the Cr trough most, while the peak responds more to the composition dependence assumed below. Let the Al-rich side be a 100 $\mu$m layer with a sealed outer face, all else as in part (e). After 100 h the numerical solution has a Cr peak of $+0.39$ at.\% in the substrate, close to the infinite couple. The trough, however, has become a minimum at the outer face, with a depth of 0.78 at.\%, nearly twice $h$. Aluminium there has fallen from 8 to 6.1 at.\%. According to \eqref{c1}, the Al change at 100 $\mu$m reaches 1\% of the step after about 16 h in the infinite couple. A sealed face reflects the profile and doubles the change there, to 2\% at that time (1\% after about 13 h); this is roughly when the outer face begins to matter for this layer and temperature. The Cr trough responds later: with the sealed face it is about 2\% deeper than $h$ after 25 h and 15\% deeper after 40 h.

Composition dependence removes the antisymmetry. Physically, $D_{12}$ must vanish with the Al content and $D_{21}$ with the Cr content. Making them proportional to these contents, with the values of part (e) at 5 at.\% Al and 10 at.\% Cr, leaves both heights at 0.41 at.\% but moves both extrema about 3 $\mu$m towards the Al-poor side. If all four coefficients also carry a common factor $2^{(c_1-5)/6}$ ($c_1$ in at.\%), which equals 1 at 5 at.\% Al and doubles from 2 to 8 at.\% Al, an assumed variation, the peak becomes $+0.46$ at.\% at $-80\ \mu$m and the trough $-0.36$ at.\% at $+85\ \mu$m. The areas of enrichment and depletion remain equal because Cr is conserved.

A common factor in $D$ that is the same at all compositions acts as a change of time scale. In the infinite couple it changes $x_*$ but not $h$. In the 100 $\mu$m layer it also changes the trough, because it decides how strongly the outer face is felt. With one rough activation energy of 2.8 eV for all coefficients, a furnace error of $+10$ K increases $x_*$ by 9\%, and 100 h at 1273 K instead of 1373 K gives $x_*=32\ \mu$m. Grain boundaries can be estimated as parallel paths. For cubic grains of size $d=100\ \mu$m and boundary width $\delta=0.5$ nm, boundaries occupy a fraction $2\delta/d=10^{-5}$ of the cross-section. If they conduct $10^4$ times better than the lattice for all four coefficients, a rough figure, they add 10\% to $D$ and 5\% to $x_*$. Such averaging requires lattice diffusion lengths well above the grain size; here the two are comparable, so this is only an order of magnitude. The addition scales as $1/d$, and coatings are often much finer-grained than 100 $\mu$m: for $d=10\ \mu$m the same estimate doubles $D$ and raises $x_*$ by 41\%.

The diffusivities used are of the rough size expected for the nickel solid solution near 1373 K, and different alloys will differ. The chosen Al content is low for a coating: many NiCrAl coatings contain more Al and a second, Al-rich phase. Such a coating has a moving phase boundary and lies outside this model. Once that phase has dissolved, \eqref{pde} can be used again, but the profiles reached by then must replace the initial step assumed here. The sealed face also omits the growing oxide, which consumes Al. Near the surface Al then decreases outwards, and for $D_{21}>0$ the cross term drives Cr outwards too, against the depletion found above; this effect need not be small. If an amount $M$ of Al per unit area is removed by time $t$ at a parabolic rate through a fixed face, the linear equations give a rise of Cr at the face of $\sqrt{\pi/t}\,MD_{21}/[2\sqrt{pm}\,(\sqrt p+\sqrt m)]$. For a rough alumina growth constant of $10^{-13}$ to $10^{-12}$ g$^2$\,cm$^{-4}$\,s$^{-1}$, $M$ is about 54 to 170 at.\%\,$\mu$m after 100 h and the rise is 0.24 to 0.75 at.\%, comparable with the 0.78 at.\% depth. That depth therefore applies to a sealed face, not to an oxidising one. Changes of molar volume are also left out.

\section*{Numbers as computed}
\begin{verbatim}
Al left, right: 2.0, 8.0 at.%; Cr: 10.0 at.%
anneal: 100 h at 1373 K
D11, D12, D21, D22 (rough inputs): 1.50e-10, 4.00e-11, 6.00e-11, 8.00e-11 cm2/s
eigenvalues p, m: 1.7521e-10, 5.4792e-11 cm2/s
ratio r = p/m: 3.1977
lengths 2sqrt(pt), 2sqrt(mt): 158.84, 88.83 um
a, b at extremum: 0.5143, 0.9196
erf a, erf b: 0.5329, 0.8066
prefactor D21*step/(2(p-m)): 1.4948 at.%
weights of fast, slow erf in Al: 0.7907, 0.2093
extremum distance x*: 81.69 um
extremum height h: 0.4090 at.%
at peak (x=-x*): Al 3.229, Cr 10.409 at.%
at trough (x=+x*): Al 6.771, Cr 9.591 at.%
grid peak: 10.4091 at.% at -81.68 um
grid trough: 9.5909 at.% at 81.68 um
largest grid-formula gap, Al, Cr: 2.7e-05, 6.9e-05 at.%
Cr content change of right half: -59.05 at.% um
same from grid: -59.05 at.% um
Cr flux at joint: -0.2952 at.% um/h
Cr gradient at joint (grid): -0.00837 at.%/um
grid peak at 25 h: 10.4092 at.% at -40.84 um
largest Cr change with D21=0: 0.0e+00 at.%
height with D12=0, same |D21|: 0.3879 at.%
equal-eigenvalue test, D11=D22: 1.00e-10 cm2/s, D12=0
equal-eigenvalue height: 0.4355 at.%
equal-eigenvalue distance: 84.85 um
D12~Al, D21~Cr: peak +0.4093 at.% at -85.1 um
D12~Al, D21~Cr: trough -0.4075 at.% at 78.4 um
same, D doubling with Al: peak +0.4631 at.% at -79.8 um
same, D doubling with Al: trough -0.3640 at.% at 84.8 um
sealed coating thickness: 100 um
coated, 100 h: Cr peak +0.3918 at.% at -85 um
coated, 100 h: Cr minimum -0.7830 at.% at 99 um
coated, 100 h: Al in outermost cell 6.089 at.%
Al change at outer face reaches 1% of step: 15.8 h
activation energy (rough input): 2.8 eV
x* change for +10 K: 8.9 %
x* after 100 h at 1273 K: 32.2 um
grain boundary width, grain size: 0.5 nm, 100 um
boundary/lattice diffusivity (rough input): 1e+04
grain boundaries raise D by: 10 %
grain boundaries raise x* by: 4.9 %
\end{verbatim}
